Bond valences as Kirchhoff currents, a priori bond lengths and global instability

Suppose that the connectivity of an ionic crystal is known: which cations touch which anions, and how many times. Its atomic coordinates are not known. The formal charges tell how much bonding each atom must take part in, but an atom with several neighbours can share that bonding among them in many ways. Can the bond lengths be predicted before any coordinates are given? And if space does not allow those lengths, how can the resulting misfit be measured?

The bond-valence model answers both questions. It assigns to a bond of length R the valence

s = exp[(R0 − R)/b],

where R0 and b are empirical parameters for the pair of elements. A short bond has a large valence, and R0 is the length at which s = 1. Valences are given in valence units (v.u.) and lengths in ångströms. The exponential is a fitted relation, not a consequence of electrostatics.

Three assumptions fix the setting. Every bond joins a cation to an anion, so the bond graph is bipartite. The graph is connected. Each atom i has a formal valence V_i > 0, and the cation valences in a cell add up to the same total as the anion valences. For a crystal I draw one copy of each atom in the cell and keep every bond, so that two atoms may be joined by several parallel bonds. This finite graph is called the quotient graph. It has n atoms and m bonds.

The valence-sum rule says that the bonds at an atom use up its valence:

Σ_j s_ij = V_i.

The loop rule says that, around any closed path on the graph, the valences add to zero if a bond crossed from cation to anion counts as +s and one crossed from anion to cation counts as −s. The first rule expresses saturation of each atom. The second is a postulate that bonding is shared as evenly as the first rule permits, in a sense made precise below.

To see the circuit, regard s as a current flowing from cation to anion. Define the n × m incidence matrix B by

B_ik = +1 if atom i is the cation of bond k,
B_ik = −1 if atom i is the anion of bond k,
B_ik = 0 otherwise.

Let q_i = +V_i for a cation and q_i = −V_i for an anion. At a cation, row i of Bs is the sum of its bond valences, which is V_i. At an anion it is minus that sum, which is −V_i. The valence-sum rule is therefore

Bs = q.

This is Kirchhoff's node law, with current V_i fed in at each cation and drawn off at each anion. If every bond is a resistor of unit resistance, the voltage drop from cation to anion equals s, and the loop rule is Kirchhoff's voltage law. The choice of equal resistances is where the postulate of even sharing enters.

The two rules supply the right number of equations. If Bᵀφ = 0, then φ has equal values at the two ends of every bond, and so is constant on a connected graph. The rows of B thus have one linear dependence, and n − 1 node equations are independent. Now choose a spanning tree, which connects all atoms with n − 1 bonds and no loops. Each of the m − n + 1 remaining bonds closes one loop through the tree. These loops are independent, because each contains a bond absent from the others. The total is

(n − 1) + (m − n + 1) = m,

one equation per unknown. That the equations do have one solution follows from a potential.

Choose a reference atom and set its potential to zero. Define φ_i as minus the sum of the signed valences along a path from the reference atom to i. Two paths to the same atom form a closed path when one is reversed, so the loop rule makes their sums equal, and φ_i is well defined. Extending a path from cation c to anion a by their bond gives φ_a = φ_c − s_ca, or

s_ca = φ_c − φ_a.

Conversely, valences of this form obey the loop rule, since each potential in a closed sum appears once with each sign. In matrix form s = Bᵀφ, and the node law becomes

Lφ = q, L = BBᵀ.

The matrix L is the Laplacian of the graph. Because φᵀLφ = |Bᵀφ|², its null vectors are the constant ones. Since L is symmetric, Lφ = q can be solved if q is orthogonal to the constants, that is, if Σ_i q_i = 0. Charge balance guarantees this. The potential is then fixed up to a constant, which cancels from s. The valences therefore exist and are unique.

The node equation at a cation with z_c bonds shows what the network does. Written out, it is

z_c φ_c − Σ_a φ_a = V_c,

with the sum over its bonds. If φ̄_c is the average potential of the anions at the ends of those bonds, then φ_c = V_c/z_c + φ̄_c, and

s_ca = V_c/z_c + (φ̄_c − φ_a).

The first term is the equal share, Pauling's electrostatic bond strength. The second sends more valence to an anion whose potential lies below the average. If all neighbours of the cation have the same potential, the equal share is the full answer.

The sense in which the sharing is even can now be stated. Let s be the Kirchhoff solution and s + d any other set of valences that obeys the sum rule. Then Bd = 0, and

|s + d|² = |s|² + 2φᵀBd + |d|² = |s|² + |d|².

The Kirchhoff solution thus has the smallest Σs² among all valences with the required atomic sums. Another measure of evenness can give another answer. It gives the same one when symmetry and the sum rule already fix the valences, and also, for any strictly convex measure Σf(s), when the equal shares V_c/z_c already satisfy every anion sum. Maximizing −Σs ln s under the same sums, with multipliers λ_c and λ_a, requires

−ln s_ca − 1 + λ_c + λ_a = 0,

so that s_ca is a product of a cation factor and an anion factor, not a difference of potentials. The sum rule does not decide between the two, which is why the loop rule has to be postulated.

Nothing in the linear equations keeps s positive. Take two cations and two anions, with one bond between each cation and each anion. Let T be the total cation valence, and let Φ_c and Φ_a be the sums of the two cation and the two anion potentials. For cation i and anion j the node equations are

2φ_i − Φ_a = V_i, Φ_c − 2φ_j = V_j.

Adding the first over both cations gives 2Φ_c − 2Φ_a = T, so Φ_c − Φ_a = T/2. Hence

s_ij = φ_i − φ_j = (V_i + Φ_a)/2 − (Φ_c − V_j)/2 = V_i/2 + V_j/2 − T/4.

With cation valences 1 and 5 and anion valences 1 and 5, T = 6, and the bond between the two weak atoms gets 1/2 + 1/2 − 3/2 = −0.5 v.u. The other three get 1.5, 1.5 and 3.5 v.u. Positive solutions of the sum rule do exist: the product V_iV_j/T gives 0.167, 0.833, 0.833 and 4.167 v.u. A negative valence has no logarithm and hence no length. It signals that the assumed graph and the loop rule do not fit together. If s ≥ 0 is imposed here, the sums leave the family (t, 1 − t, 1 − t, 4 + t). Its sum of squares has derivative 8t + 4, which is positive for t ≥ 0, so the minimum is at t = 0: the weak bond drops out of the graph.

In a crystal one more point needs care, namely which paths count as closed. Consider the rocksalt net with V = 2 for both atoms and six bonds per atom. Equal sharing gives s = 1/3. Now let each cation have valence 1/3 + δ towards its anion in the +x direction and 1/3 − δ towards the one in the −x direction. An anion also receives one bond of each kind, so all sums remain 2. Crossing a bond from cation to anion contributes +1/3 plus δ times the step in x, in units of the bond length. Crossing from anion to cation reverses both the sign of s and the direction of the step, and so contributes −1/3 plus δ times the step. Around a path that closes in space the terms ±1/3 cancel in pairs and the steps add to zero. Every such loop therefore obeys the loop rule for any δ.

The quotient graph is stricter. Two successive steps along +x lead from a cation to an equivalent cation and count as a loop there. Their signed sum is

(1/3 + δ) − (1/3 − δ) = 2δ,

which must vanish. The extra condition makes the potential periodic and excludes a uniform field, that is, a polar displacement repeated in every cell. The a priori valences used here are those of the quotient graph, and a polar distortion of this kind lies outside their reach.

When all valences are positive, inverting the exponential gives the a priori lengths:

R_ca = R0 − b ln s_ca.

They require the graph, the formal valences and the bond parameters, but no coordinates. The rules know nothing of lone pairs, of Jahn–Teller distortions or of the asymmetry of hydrogen bonds, all of which can make the sharing less even than the loop rule demands.

As an example, take a model compound ABX₃ with valences 2, 4 and 2, and the round parameters R0(AX) = 2.00 Å, R0(BX) = 1.80 Å and b = 0.37 Å. Let B have two bonds to each of X1, X2 and X3, as in a perovskite. Let A have eight bonds: two to X1, three to X2 and three to X3. This connectivity is an input of the model. There are 5 atoms and 14 bonds, hence 4 independent sum equations and 10 loops.

Set φ_B = 0 and call the other potentials α for A, x₁ for X1 and x₂ for X2. X3 has the same bonds as X2, so exchanging them leaves the equations unchanged, and uniqueness gives them equal potentials. The node equations at B, X1 and X2 are

−2x₁ − 4x₂ = 4,
2(α − x₁) − 2x₁ = 2,
3(α − x₂) − 2x₂ = 2.

The first gives x₁ = −2 − 2x₂. The second gives α = 1 + 2x₁ = −3 − 4x₂. The third then reads −9 − 17x₂ = 2, so x₂ = −11/17, x₁ = −12/17 and α = −7/17. The differences of potential are

s(A–X1) = 5/17 = 0.294 v.u.,
s(A–X2) = 4/17 = 0.235 v.u.,
s(B–X1) = 12/17 = 0.706 v.u.,
s(B–X2) = 11/17 = 0.647 v.u.

The unused equation at A holds: 2(5/17) + 6(4/17) = 2. X1 has four bonds and X2 has five, and both need a total of 2 v.u., so the bonds to X1 are the stronger ones. The lengths follow, for instance

R(A–X1) = 2.00 − 0.37 ln(5/17) = 2.453 Å,

and likewise 2.535 Å for A–X2, 1.929 Å for B–X1 and 1.961 Å for B–X2. The third decimal serves the arithmetic and is no claim of accuracy.

The part played by the loop rule can be isolated. If bonds of the same type are kept equal and s(A–X1) = p, the sums at X1, A and X2 give in turn

s(B–X1) = 1 − p,
s(A–X2) = (2 − 2p)/6 = (1 − p)/3,
s(B–X2) = [2 − (1 − p)]/2 = (1 + p)/2.

The sum at B is then 4 for every p, so one number is left free. The loop A–X1–B–X2–A fixes it:

p − (1 − p) + (1 + p)/2 − (1 − p)/3 = 0,

or 17p/6 = 5/6, which returns p = 5/17. The product form would instead require s(A–X1)s(B–X2) = s(A–X2)s(B–X1), that is

p(1 + p)/2 = (1 − p)²/3.

This reduces to p² + 7p − 2 = 0, with positive root p = 0.275. The A–X1 bond would then be longer by 0.37 ln(0.2941/0.2749) ≈ 0.025 Å. In this model the choice of postulate thus shifts that length by a few hundredths of an ångström.

The lengths so found are wishes. Whether atoms can be placed in three dimensions with all of them satisfied is a separate question, which the graph does not answer. Suppose now that a geometry is given, and let S_ij be the valences computed from its actual bond lengths. The misfit at atom i is

d_i = Σ_j S_ij − V_i.

It is positive for an overbonded atom and negative for an underbonded one. The global instability index is its root mean square over the n atoms of the cell:

GII = [(1/n) Σ_i d_i²]^{1/2}.

For the a priori valences GII is zero, because they obey the sum rule. A nonzero value means that the actual lengths fail to satisfy the atoms, given the chosen V, R0 and b and the chosen list of bonds. The index is a measure of misfit and not an energy.

A vanishing GII does not show that the structure has its a priori lengths. The components of B(S − s) are d_i at a cation and −d_i at an anion, so GII vanishes whenever S − s lies in the null space of B, which is the space of currents circulating in loops. The bond strain index,

BSI = [(1/m) Σ_k (S_k − s_k)²]^{1/2},

detects such changes. In the eight-coordinate graph, raise one B–X1 valence by 0.10 v.u. and lower the other by the same amount. The sums at B and X1 do not change and GII stays zero, while BSI = (2 × 0.10²/14)^{1/2} = 0.038 v.u.

Geometry makes GII nonzero in the cubic perovskite form of the same compound. Here A, at the cube corners, has twelve X neighbours, and B, at the centre, has six. Each X has four A and two B neighbours. Symmetry makes all A–X bonds equal and all B–X bonds equal, so s = 2/12 = 1/6 and s = 4/6 = 2/3. The sum at X is 4/6 + 4/3 = 2, as required. The a priori lengths are

R_AX = 2.00 + 0.37 ln 6 = 2.663 Å,
R_BX = 1.80 + 0.37 ln(3/2) = 1.950 Å.

But a cubic cell of edge a has R_AX = a/√2 and R_BX = a/2. The A–X bonds ask for a = √2 × 2.663 = 3.766 Å, the B–X bonds for a = 2 × 1.950 = 3.900 Å. One edge cannot serve both. The ratio R_AX/(√2 R_BX), a tolerance factor built from a priori lengths, is 0.966: the A atom is too small for its cage.

To find the best compromise, write the cation sums as functions of a:

S_A = 12 exp[(2.00 − a/√2)/b], S_B = 6 exp[(1.80 − a/2)/b].

Each X receives one third of the bonds of A and one third of those of B, so

d_X = (S_A + S_B)/3 − 2 = (d_A + d_B)/3,

because V_A + V_B = 6. With three X atoms among the five,

5 GII² = d_A² + d_B² + (d_A + d_B)²/3.

The derivatives of the sums are dS_A/da = −S_A/(√2 b) and dS_B/da = −S_B/(2b). Setting the derivative of 5 GII² to zero and multiplying by −b/2 gives

d_A S_A/√2 + d_B S_B/2 + (d_A + d_B)(S_A/√2 + S_B/2)/3 = 0.

At a = 3.766 Å, d_A = 0 and d_B > 0, so the left side is positive and GII falls as a grows. At a = 3.900 Å, d_B = 0 and d_A < 0, so the left side is negative and GII rises. A minimum lies between, and a numerical search places it at a = 3.859 Å, with bond lengths of 2.728 Å for A–X and 1.929 Å for B–X. The sums there are 1.676 v.u. at A, 4.231 at B and 1.969 at X, so d = −0.324, +0.231 and −0.031 v.u., and

GII = [(0.324² + 0.231² + 3 × 0.031²)/5]^{1/2} = 0.18 v.u.

Only the nearest X neighbours are counted as bonds here; adding the more distant cation–anion contacts to the sums moves the edge to 3.863 Å and leaves GII at 0.18 v.u. At the edges preferred by A–X and by B–X alone, GII is 0.41 and 0.23 v.u. The compromise lies nearer the edge preferred by B–X. To first order in the misfits this follows from the slopes: near its own ideal length S_B changes with a at the rate 2/b, S_A at the rate √2/b, so a given departure from the ideal edge costs more at B.

The BSI at this geometry is 0.031 v.u. It is much smaller than GII because the misfit of an atom is spread over its bonds: −0.324/12 = −0.027 v.u. for each A–X bond and 0.2305/6 = 0.038 v.u. for each B–X bond.

The misfit of the cubic form vanishes if d_A = d_B = 0, which needs R_AX = √2 R_BX for the a priori lengths. With B–X unchanged, this happens at R0(AX) = √2 × 1.950 − 0.37 ln 6 = 2.095 Å, that is, for a larger A atom. For the smaller one the structure can gain by giving up its cubic symmetry. Since the exponential is convex, unequal A–X lengths with a given mean yield a larger S_A than equal ones, and A is the atom that lacks valence. A tilting of the BX₆ octahedra makes the A–X lengths unequal. How far it lowers GII in a particular case depends on how it changes the mean length and the other sums, and this has to be computed from the coordinates.
